# Bending of a wire by a thin misfitting shell on one side, part 1

(Sections cited here and not found follow in the second part.)

## The curvature of a section with misfit

A semiconductor wire stands upright on its substrate, and a second crystal with a slightly larger lattice is deposited from one side. The new material grows in registry with the wire, so it is compressed along the wire axis. It can relieve part of that compression by lengthening its own side of the wire, and the wire then bends away from the deposit. The question is how large the curvature is for a given misfit, thickness and distribution of the shell around the wire.

A simple picture treats the section as a bundle of fibres, each pulled only along its length. That picture needs justification, because the shell is also compressed around the circumference. Its axial stress is therefore larger than the fibre picture gives, and the extra stress might be expected to bend the wire further. What happens to it has to be derived.

Let $z$ run along the wire and let $x$ and $y$ lie in the cross-section, with the origin at the centroid of the bare core and $x$ pointing towards the shell. The core and the shell are both symmetric under $y\to-y$. Strains are small, the materials are linearly elastic, and the interface is coherent, so that the displacement is continuous across it. All strains are measured from the unstrained core lattice. The stress-free strain, or misfit strain, is then zero in the core. In the shell it is

$$
f=\frac{a_s-a_c}{a_c}
$$

in every direction, where $a_s$ and $a_c$ are the stress-free lattice constants of shell and core. A positive $f$ means a shell that would like to be longer. The axial component of the misfit strain is written $\varepsilon^*(x,y)$, equal to $f$ in the shell and to zero in the core.

Far from the ends every slice of the wire is in the same condition, so the strain doesn't depend on $z$. This alone fixes the form of the axial strain. Let the displacement be $(u,v,w)$. Since $\partial w/\partial z=\varepsilon_{zz}=e(x,y)$ is independent of $z$,

$$
w=z\,e(x,y)+w_0(x,y).
$$

The shear strain $2\varepsilon_{xz}=\partial u/\partial z+\partial w/\partial x$ must also be independent of $z$. The term $z\,\partial e/\partial x$ in $\partial w/\partial x$ has to be cancelled by $\partial u/\partial z$. The same holds for $v$, so that

$$
u=-\frac{z^2}{2}\frac{\partial e}{\partial x}+z\,a(x,y)+u_0(x,y),\qquad
v=-\frac{z^2}{2}\frac{\partial e}{\partial y}+z\,b(x,y)+v_0(x,y).
$$

The in-plane strains $\partial u/\partial x$, $\partial v/\partial y$ and $\partial u/\partial y+\partial v/\partial x$ must be free of $z$ as well. Their $z^2$ terms vanish only if all second derivatives of $e$ vanish, so $e$ is linear in $x$ and $y$. Continuity of $w$ and of the $z^2$ terms in $u$ and $v$ makes $e$ and its slopes continuous at the interface, and one linear function serves the whole section:

$$
\varepsilon_{zz}=\varepsilon_0+\kappa x+\kappa_y y .
$$

The terms linear in $z$ require $\partial a/\partial x=0$, $\partial b/\partial y=0$ and $\partial a/\partial y+\partial b/\partial x=0$. Apart from constants, which describe a tilt, this gives $a=-\alpha y$ and $b=\alpha x$, a uniform twist. The twist contributes nothing to $\varepsilon_{zz}$ and need not be found.

The sign of $\kappa$ can be read from the displacement. On the axis $u=-\kappa z^2/2$, so a wire with $\kappa>0$ curves towards $-x$. The fibres on the shell side are then the longer ones, and the shell lies on the convex side. The radius of curvature is $1/\kappa$.

For an isotropic material with Young's modulus $E$ and Poisson ratio $\nu$, Hooke's law applies to the elastic strain, which is the total strain less the misfit strain:

$$
\varepsilon_{zz}-\varepsilon^*=\frac{1}{E}\left[\sigma_{zz}-\nu(\sigma_{xx}+\sigma_{yy})\right].
$$

With the abbreviation $\Sigma=\sigma_{xx}+\sigma_{yy}$ for the in-plane trace, this becomes

$$
\sigma_{zz}=E(\varepsilon_{zz}-\varepsilon^*)+\nu\Sigma .
$$

The first term is the fibre picture. The second is the axial stress caused by in-plane stress through the Poisson effect. It is not small in the shell, where the hoop stress is comparable with the axial stress. Its total effect on the force and the moment can nevertheless be found without solving for the stress field.

The stress doesn't depend on $z$, so equilibrium in the plane reads

$$
\frac{\partial\sigma_{xx}}{\partial x}+\frac{\partial\sigma_{xy}}{\partial y}=0,\qquad
\frac{\partial\sigma_{xy}}{\partial x}+\frac{\partial\sigma_{yy}}{\partial y}=0 .
$$

Multiply the first equation by a smooth function $p(x,y)$ and the second by $q(x,y)$, add them, and integrate over the section. Integration by parts produces a boundary term containing the traction on the side surface, which is zero because that surface is free. The boundary terms from the two sides of the interface cancel, because the traction is continuous there. What remains is

$$
\int\left[\sigma_{xx}\frac{\partial p}{\partial x}+\sigma_{yy}\frac{\partial q}{\partial y}
+\sigma_{xy}\left(\frac{\partial p}{\partial y}+\frac{\partial q}{\partial x}\right)\right]dA=0 .
$$

The functions $p$ and $q$ are free to choose. With $p=x$ and $q=y$ the first two derivatives are one and the shear bracket is zero, which gives $\int\Sigma\,dA=0$. With

$$
p=\frac{x^2-y^2}{2},\qquad q=xy,
$$

the derivatives are $\partial p/\partial x=x$ and $\partial q/\partial y=x$, while $\partial p/\partial y+\partial q/\partial x=-y+y=0$. Exchanging the roles of $x$ and $y$, with $p=xy$ and $q=(y^2-x^2)/2$, gives the same with the factor $y$. Altogether

$$
\int\Sigma\,dA=0,\qquad \int x\,\Sigma\,dA=0,\qquad \int y\,\Sigma\,dA=0 .
$$

The in-plane trace thus has no net value and no first moment over the whole section, however the stress is distributed. This follows from equilibrium and free sides, and no elastic constant enters.

The wire carries no load at its free end. The part beyond any cut is in equilibrium only if the axial force and the bending moments on the cut vanish:

$$
\int\sigma_{zz}\,dA=0,\qquad \int x\,\sigma_{zz}\,dA=0,\qquad \int y\,\sigma_{zz}\,dA=0 .
$$

Suppose first that $\nu$ is the same in core and shell, while $E$ may differ. Then $\nu$ can be taken outside the integrals of $\nu\Sigma$, and all three vanish. By the symmetry $y\to-y$, the integrals $\int Ey\,dA$, $\int Exy\,dA$ and $\int E\varepsilon^*y\,dA$ are zero, so the third condition reduces to $\kappa_y\int Ey^2\,dA=0$ and $\kappa_y=0$. The first two become

$$
\varepsilon_0\int E\,dA+\kappa\int Ex\,dA=\int E\varepsilon^*\,dA,
$$

$$
\varepsilon_0\int Ex\,dA+\kappa\int Ex^2\,dA=\int E\varepsilon^*x\,dA .
$$

Define the modulus-weighted centroid $x_c=\int Ex\,dA/\int E\,dA$. Multiplying the first equation by $x_c$ turns its leading term into $\varepsilon_0\int Ex\,dA$, and subtracting it from the second removes $\varepsilon_0$:

$$
\kappa\left(\int Ex^2\,dA-x_c\int Ex\,dA\right)=\int E\varepsilon^*(x-x_c)\,dA .
$$

The bracket is the second moment about $x_c$, since expanding the square gives

$$
\int E(x-x_c)^2dA=\int Ex^2dA-2x_c\int Ex\,dA+x_c^2\int E\,dA
=\int Ex^2dA-x_c\int Ex\,dA .
$$

Hence

$$
\boxed{\;\kappa=\frac{\int E\,\varepsilon^*(x-x_c)\,dA}{\int E\,(x-x_c)^2\,dA}\;}
$$

The curvature is the first moment of the axial misfit about the centroid, divided by the second moment of the section, both weighted with the modulus. The shell need not be thin. Two limits show that the formula behaves correctly. If the whole section has the same misfit, the numerator is $f\int E(x-x_c)\,dA=0$, and the wire lengthens without bending. If the misfit grows linearly, $\varepsilon^*=gx$ with constant $g$, the numerator is $g\int Ex(x-x_c)\,dA$. This equals $g$ times the denominator, because $\int E(x-x_c)\,dA=0$ allows $x$ to be replaced by $x-x_c$. The curvature is then $g$. The force equation gives $\varepsilon_0=0$, so the axial strain equals the misfit everywhere.

The formula contains no transverse misfit. Transverse misfit changes the in-plane stress, but for uniform $\nu$ that stress has no resultant effect on bending. A finite-element calculation of the section tests this. It minimises the elastic energy with in-plane displacement, warping, stretch, both curvatures and twist all free, and it doesn't use the integral identities for $\Sigma$. The section is a core of radius 40 nm with a shell extending 2 nm along $x$ on one side, with moduli of 140 GPa in the core and 100 GPa in the shell, $\nu=0.3$ in both, and $f=0.02$. The curvature agrees with the boxed formula, evaluated on the same polygonal section, to a relative difference of order $10^{-14}$. With the axial misfit removed and the transverse misfit kept, the curvature falls to a similarly small fraction of its former value. Agreement at the level of rounding error is possible on a finite mesh because the quadratic elements contain the functions $p$ and $q$ used above.

Wires of cubic semiconductors can grow along $[111]$, and their elasticity is not isotropic. The argument survives if the axial strain still depends on the stresses through $\sigma_{zz}$ and $\Sigma$ alone. In terms of compliances,

$$
\varepsilon_{zz}-\varepsilon^*=s_{33}\sigma_{zz}+s_{13}\sigma_{xx}+s_{23}\sigma_{yy}
+s_{34}\sigma_{yz}+s_{35}\sigma_{xz}+s_{36}\sigma_{xy}.
$$

By the symmetry of the compliances, these coefficients also describe the strain produced by a pure axial stress. That strain must be unchanged by a rotation through $120^\circ$ about the threefold axis. The pair $(\varepsilon_{xz},\varepsilon_{yz})$ turns like a vector under this rotation and must vanish, so $s_{34}=s_{35}=0$. The pair $(\varepsilon_{xx}-\varepsilon_{yy},2\varepsilon_{xy})$ turns through twice the angle and must vanish too, so $s_{13}=s_{23}$ and $s_{36}=0$. The axial law keeps its form with

$$
E=\frac{1}{s_{33}},\qquad \nu=-\frac{s_{13}}{s_{33}},
$$

and the boxed formula holds for a $[111]$ wire in which this $\nu$ is uniform. The same finite-element calculation confirms it to rounding error for a cubic core with stiffnesses $C_{11}=119$, $C_{12}=54$ and $C_{44}=60$ GPa and a shell with all stiffnesses 0.9 times as large.

The result fails within about a diameter of the ends, where the strain depends on $z$. It also fails when dislocations remove part of the misfit, unless $\varepsilon^*$ is replaced by the misfit that remains. When the Poisson ratios differ, $\nu$ can no longer be taken outside the integrals, and the in-plane stress leaves a contribution of its own.

For a Poisson ratio that is uniform over the section, the in-plane stress has no resultant effect on bending, and the boxed formula gives the curvature for a shell of any thickness. What remains is to treat thin shells, including those whose Poisson ratio differs from the core's, and to work out the effect of the deposit's distribution and a numerical case.
